# Stoney's Relation for a Stressed Film on a Silicon Wafer: test program

```python
"""Stoney's relation: film_stress * h_f = M_s * h_s**2 * curvature / 6.

h_f, h_s : film and substrate thickness;  M_s, M_f : biaxial moduli
mismatch : elastic film strain on an undeformed substrate (tension > 0)
curvature > 0 : concave on the film side; z is measured from the substrate
midplane toward the film. Moduli are in GPa. Inside the solvers h_s = 1.
The elastic constants are rounded model inputs of silicon's and silica's size.
The relation describes a wide wafer: a free rim shifts the curvature a little,
so finite discs are extrapolated to infinite radius before the comparison.
"""
import numpy as np
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

C11, C12, C44 = 166.0, 64.0, 80.0
E_FILM, NU_FILM = 70.0, 0.17
M_FILM = E_FILM / (1 - NU_FILM)
EQUAL = np.array([1.0, 1.0, 0.0])


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


def wafer_stiffness(normal, in_plane, angle=0.0):
    """Plane-stress stiffness (xx, yy, xy) of a cubic wafer, from the tensor."""
    d = np.eye(3)
    c = (C12 * np.einsum('ij,kl->ijkl', d, d)
         + C44 * (np.einsum('ik,jl->ijkl', d, d)
                  + np.einsum('il,jk->ijkl', d, d))
         + (C11 - C12 - 2 * C44) * np.einsum('in,jn,kn,ln->ijkl', d, d, d, d))
    n = np.array(normal, float) / np.linalg.norm(normal)
    a = np.array(in_plane, float) / np.linalg.norm(in_plane)
    b = np.cross(n, a)
    rot = np.array([np.cos(angle) * a + np.sin(angle) * b,
                    -np.sin(angle) * a + np.cos(angle) * b, n])
    for _ in range(4):  # rotate each index in turn
        c = np.tensordot(c, rot, axes=([0], [1]))
    pairs = [(0, 0), (1, 1), (0, 1), (2, 2), (1, 2), (0, 2)]
    v = np.array([[c[p + q] for q in pairs] for p in pairs])
    return v[:3, :3] - v[:3, 3:] @ np.linalg.solve(v[3:, 3:], v[3:, :3])


def isotropic_stiffness(young, nu):
    return young / (1 - nu**2) * np.array(
        [[1, nu, 0], [nu, 1, 0], [0, 0, (1 - nu) / 2]])


def solve_plate(layers):
    """Zero force and moment; returns midplane strains and curvatures.
    Each layer is (z_low, z_high, stiffness, mismatch function of z)."""
    lhs, rhs = np.zeros((6, 6)), np.zeros(6)
    points, weights = np.polynomial.legendre.leggauss(4)
    for low, high, q, mismatch in layers:
        for x, w in zip(points, weights):
            z = (low + high) / 2 + x * (high - low) / 2
            b = np.hstack([np.eye(3), -z * np.eye(3)])
            dz = w * (high - low) / 2
            lhs += dz * b.T @ q @ b
            rhs -= dz * b.T @ q @ EQUAL * mismatch(z)
    answer = np.linalg.solve(lhs, rhs)
    return answer[:3], answer[3:]


Q_FILM = isotropic_stiffness(E_FILM, NU_FILM)


def coated(q_sub, h, strain, back=0.0, graded=False):
    def profile(z):
        return strain * (2 * (z - 0.5) / h if graded else 1.0)
    layers = [(-0.5, 0.5, q_sub, lambda z: 0.0),
              (0.5, 0.5 + h, Q_FILM, profile)]
    if back > 0:
        layers.append((-0.5 - back, -0.5, Q_FILM, lambda z: strain))
    return solve_plate(layers)


def bilayer_curvature(strain, h, m):
    return (6 * strain * m * h * (1 + h)
            / (1 + 4*m*h + 6*m*h**2 + 4*m*h**3 + m**2 * h**4))


def disc_curvatures(e_sub, nu_sub, h, strain, radius):
    """Axisymmetric elasticity of a coated disc with a free rim (9-node
    finite elements of fixed size); back-face curvature at two radii."""
    nr = 4 * radius
    z_edges = np.r_[np.linspace(-0.5, 0.5, 5), 0.5 + h / 2, 0.5 + h]
    nz = len(z_edges) - 1
    column = 2 * nz + 1
    size = 2 * (2 * nr + 1) * column
    rows, cols, values, rhs = [], [], [], np.zeros(size)
    points, weights = np.polynomial.legendre.leggauss(3)
    shape = [np.array([x*(x - 1)/2, 1 - x*x, x*(x + 1)/2]) for x in points]
    slope = [np.array([x - 0.5, -2*x, x + 0.5]) for x in points]
    a = radius / nr
    for j in range(nz):
        b = z_edges[j + 1] - z_edges[j]
        in_film = z_edges[j] > 0.5 - 1e-9
        young, nu = (E_FILM, NU_FILM) if in_film else (e_sub, nu_sub)
        mu = young / (2 * (1 + nu))
        lam = young * nu / ((1 + nu) * (1 - 2 * nu))
        c = np.diag([2 * mu, 2 * mu, 2 * mu, mu])
        c[:3, :3] += lam
        own = np.array([1.0, 1.0, 1.0, 0.0]) * (strain if in_film else 0.0)
        parts = []  # radius-independent pieces at the quadrature points
        for s in range(3):
            for t in range(3):
                val = np.outer(shape[s], shape[t]).ravel()
                d_r = np.outer(slope[s], shape[t]).ravel() * 2 / a
                d_z = np.outer(shape[s], slope[t]).ravel() * 2 / b
                g = np.zeros((4, 18))
                g[0, :9], g[2, 9:] = d_r, d_z
                g[3, :9], g[3, 9:] = d_z, d_r
                parts.append((points[s], weights[s] * weights[t], val, g))
        for i in range(nr):
            nodes = np.array([(2*i + p) * column + 2*j + q
                              for p in range(3) for q in range(3)])
            dofs = np.r_[2 * nodes, 2 * nodes + 1]
            k_el, f_el = np.zeros((18, 18)), np.zeros(18)
            for x, w, val, g in parts:
                r = a * (i + (1 + x) / 2)
                g[1, :9] = val / r
                weighted = (w * a * b / 4 * r) * g.T @ c
                k_el += weighted @ g
                f_el -= weighted @ own
            rows.append(np.repeat(dofs, 18))
            cols.append(np.tile(dofs, 18))
            values.append(k_el.ravel())
            rhs[dofs] += f_el
    lhs = coo_matrix((np.concatenate(values),
                      (np.concatenate(rows), np.concatenate(cols))),
                     shape=(size, size)).tocsr()
    fixed = np.r_[2 * np.arange(column), 1]  # axis, and one height
    free = np.setdiff1d(np.arange(size), fixed)
    u = np.zeros(size)
    u[free] = spsolve(lhs[free][:, free].tocsc(), rhs[free])
    result = []
    for node in (nr // 2, nr):
        r = node * a / 2
        result.append(2 * u[2 * node * column + 1] / r**2)
    return result


def cap_rim_strain(nu):
    """Rim hoop strain of a unit disc held to unit spherical curvature,
    by minimizing the in-plane stretching energy."""
    x, w = np.polynomial.legendre.leggauss(12)
    r, w = (x + 1) / 2, w / 2
    powers = (1, 3, 5)
    lhs, rhs = np.zeros((3, 3)), np.zeros(3)
    c = np.array([[1, nu], [nu, 1]])
    for ri, wi in zip(r, w):
        g = np.array([[p * ri**(p - 1) for p in powers],
                      [ri**(p - 1) for p in powers]])
        lhs += wi * ri * g.T @ c @ g
        rhs -= wi * ri * g.T @ c @ np.array([ri**2 / 2, 0.0])
    return np.linalg.solve(lhs, rhs).sum()


# Biaxial moduli against the rotated elastic tensor
M001 = C11 + C12 - 2 * C12**2 / C11
M111 = 6 * C44 * (C11 + 2 * C12) / (C11 + 2 * C12 + 4 * C44)
for angle in (0.0, 0.3, np.pi / 4):
    for normal, axis, modulus in (((0, 0, 1), (1, 0, 0), M001),
                                  ((1, 1, 1), (1, -1, 0), M111)):
        stress = wafer_stiffness(normal, axis, angle) @ EQUAL
        assert np.allclose(stress, modulus * EQUAL, rtol=1e-10, atol=1e-9)
Q001 = wafer_stiffness((0, 0, 1), (1, 0, 0))
Q111 = wafer_stiffness((1, 1, 1), (1, -1, 0))
Q110 = wafer_stiffness((1, 1, 0), (0, 0, 1))
young, poisson = [], []
for angle in (0.0, np.pi / 4):
    s = np.linalg.inv(wafer_stiffness((0, 0, 1), (1, 0, 0), angle))
    young.append(1 / s[0, 0])
    poisson.append(-s[0, 1] / s[0, 0])
    assert close(young[-1] / (1 - poisson[-1]), M001, 1e-10)
assert young[1] > 1.1 * young[0]

# Bilayer formula against free-rim discs. Their curvature is a series in
# 1/radius; three radii in ratio 1:2:4 remove its first two terms. The
# tolerance covers the remaining terms and rounding in the wide discs.
RADII = (12, 24, 48)
for h in (0.3, 0.05):
    expected = bilayer_curvature(0.002, h, M_FILM / (150.0 / (1 - 0.25)))
    by_radius = []
    for radius in RADII:
        inner, outer = disc_curvatures(150.0, 0.25, h, 0.002, radius)
        assert close(inner, outer, 1e-4)  # uniform away from the rim
        by_radius.append(outer)
    k1, k2, k4 = by_radius
    assert close((8 * k4 - 6 * k2 + k1) / 3, expected, 1e-4)
    rim_shift = [value / expected - 1 for value in by_radius]
    assert abs(rim_shift[-1]) < 5e-3
rim_h = h

# Bilayer formula and mean-stress balance on cubic wafers
for q_sub, modulus in ((Q001, M001), (Q111, M111)):
    h, strain = 0.1, 0.002
    e0, k = coated(q_sub, h, strain)
    expected = bilayer_curvature(strain, h, M_FILM / modulus)
    assert np.allclose(k, expected * EQUAL, rtol=1e-9, atol=1e-13)
    mean = M_FILM * (e0[0] - k[0] * (1 + h) / 2 + strain)
    balance = k[0] * (modulus + M_FILM * h**3) / (6 * h * (1 + h))
    assert close(mean, balance, 1e-9)
k110 = coated(Q110, 1e-4, 0.002)[1]
M110 = 6 * M_FILM * 0.002 * 1e-4 / k110[:2]
assert abs(M110[1] / M110[0] - 1) > 0.05

# First correction, stress gradient, and films on both faces
m = M_FILM / M001
h = 1e-4
ratio = coated(Q001, h, 0.002)[1][0] / (6 * 0.002 * m * h)
assert abs((ratio - 1) / h - (1 - 4 * m)) < 5e-3
h = 1e-3
flat = coated(Q001, h, 0.002)[1][0]
graded = coated(Q001, h, 0.002, graded=True)[1][0]
assert abs(graded / flat - 1 - h / 3) < 1e-5
assert abs(coated(Q001, h, 0.002, back=h)[1][0]) < 1e-8 * flat
unequal = coated(Q001, h, 0.002, back=0.4 * h)[1][0]
assert close(unequal, 6 * 0.002 * m * 0.6 * h, 1e-2)

# Stretching of a shallow spherical cap
for nu in (0.1, 0.3):
    assert close(cap_rim_strain(nu), -1 / 8, 1e-9)

# Worked example: compressive oxide on one face of a (001) wafer
h_s, h_f, diameter, strain = 500e-6, 0.5e-6, 0.100, -0.003
h = h_f / h_s
e0, k = coated(Q001, h, strain)
curvature = k[0] / h_s
sigma_m = M_FILM * strain * 1e3
mean = M_FILM * (e0[0] - k[0] * (1 + h) / 2 + strain) * 1e3
stoney_curvature = 6 * sigma_m * 1e6 * h_f / (M001 * 1e9 * h_s**2)
factor = h_s**2 * curvature / (6 * h_f) * 1e3  # GPa to MPa
recovered = M001 * factor
bow = curvature * diameter**2 / 8
front = M001 * (e0[0] - k[0] / 2) * 1e3
rear = M001 * (e0[0] + k[0] / 2) * 1e3
zero_plane = e0[0] / k[0]
assert close(recovered, mean, 2 * h)
assert close(curvature, stoney_curvature, 2 * h)
assert close(front, -4 * sigma_m * h, 1e-2)
assert close(rear, 2 * sigma_m * h, 1e-2)
assert close(zero_plane, -1 / 6, 1e-2)

print(f"Input C11, C12, C44: {C11:.0f}, {C12:.0f}, {C44:.0f} GPa")
print(f"Input film Young modulus: {E_FILM:.0f} GPa")
print(f"Input film Poisson ratio: {NU_FILM:.2f}")
print(f"Film biaxial modulus: {M_FILM:.2f} GPa")
print(f"Biaxial modulus (001): {M001:.2f} GPa")
print(f"Biaxial modulus (111): {M111:.2f} GPa")
print(f"(001) wafer, E along [100]: {young[0]:.2f} GPa")
print(f"(001) wafer, nu along [100]: {poisson[0]:.4f}")
print(f"(001) wafer, E along [110]: {young[1]:.2f} GPa")
print(f"(001) wafer, nu along [110]: {poisson[1]:.4f}")
print(f"(110) wafer, effective modulus along [001]: {M110[0]:.1f} GPa")
print(f"(110) wafer, effective modulus along [1-10]: {M110[1]:.1f} GPa")
print(f"Input substrate thickness: {h_s*1e6:.0f} um")
print(f"Input film thickness: {h_f*1e6:.1f} um")
print(f"Input wafer diameter: {diameter*1e3:.0f} mm")
print(f"Input mismatch strain: {strain:.4f}")
print(f"Thickness ratio h: {h:.4f}")
print(f"Modulus ratio m: {m:.4f}")
print(f"First correction coefficient 1-4m: {1-4*m:.4f}")
print(f"Mismatch stress: {sigma_m:.2f} MPa")
print(f"Mean film stress after bending: {mean:.2f} MPa")
print(f"Curvature, full bilayer: {curvature:.6f} 1/m")
print(f"Curvature, Stoney from mismatch stress: {stoney_curvature:.6f} 1/m")
print(f"Radius of curvature: {1/curvature:.2f} m")
print(f"Bow, centre to rim: {bow*1e6:.2f} um")
print(f"Small-bow ratio |bow|/(2 h_s): {abs(bow)/(2*h_s):.4f}")
print(f"Stress recovered by Stoney: {recovered:.2f} MPa")
print(f"Same with E[100] in place of M: {young[0]*factor:.2f} MPa")
print(f"Same with the (111) modulus: {M111*factor:.2f} MPa")
print(f"Substrate stress at film side: {front:.4f} MPa")
print(f"Substrate stress at back face: {rear:.4f} MPa")
print(f"Zero-stress plane z/h_s: {zero_plane:.4f}")
print("Stoney estimate over true stress, (001) substrate:")
for h in (0.001, 0.01, 0.1):
    e0, k = coated(Q001, h, strain)
    estimate = M001 * k[0] / (6 * h)
    after = M_FILM * (e0[0] - k[0] * (1 + h) / 2 + strain)
    print(f"  h={h:.3f}: over mismatch stress {estimate/(M_FILM*strain):.5f},"
          f" over mean stress {estimate/after:.5f}")
print(f"Rim shift of curvature, isotropic test disc, h={rim_h:.2f}:")
for radius, shift in zip(RADII, rim_shift):
    print(f"  radius/h_s={radius}: {100*shift:.4f} percent")
print("every check passed")
```

It prints:

```
Input C11, C12, C44: 166, 64, 80 GPa
Input film Young modulus: 70 GPa
Input film Poisson ratio: 0.17
Film biaxial modulus: 84.34 GPa
Biaxial modulus (001): 180.65 GPa
Biaxial modulus (111): 229.84 GPa
(001) wafer, E along [100]: 130.38 GPa
(001) wafer, nu along [100]: 0.2783
(001) wafer, E along [110]: 169.70 GPa
(001) wafer, nu along [110]: 0.0606
(110) wafer, effective modulus along [001]: 180.7 GPa
(110) wafer, effective modulus along [1-10]: 266.1 GPa
Input substrate thickness: 500 um
Input film thickness: 0.5 um
Input wafer diameter: 100 mm
Input mismatch strain: -0.0030
Thickness ratio h: 0.0010
Modulus ratio m: 0.4669
First correction coefficient 1-4m: -0.8674
Mismatch stress: -253.01 MPa
Mean film stress after bending: -252.54 MPa
Curvature, full bilayer: -0.016792 1/m
Curvature, Stoney from mismatch stress: -0.016807 1/m
Radius of curvature: -59.55 m
Bow, centre to rim: -20.99 um
Small-bow ratio |bow|/(2 h_s): 0.0210
Stress recovered by Stoney: -252.79 MPa
Same with E[100] in place of M: -182.45 MPa
Same with the (111) modulus: -321.62 MPa
Substrate stress at film side: 1.0109 MPa
Substrate stress at back face: -0.5058 MPa
Zero-stress plane z/h_s: -0.1665
Stoney estimate over true stress, (001) substrate:
  h=0.001: over mismatch stress 0.99913, over mean stress 1.00100
  h=0.010: over mismatch stress 0.99121, over mean stress 1.01000
  h=0.100: over mismatch stress 0.90413, over mean stress 1.09949
Rim shift of curvature, isotropic test disc, h=0.05:
  radius/h_s=12: 0.0646 percent
  radius/h_s=24: 0.0322 percent
  radius/h_s=48: 0.0161 percent
every check passed
```
